# Extracting biquadratic spin coupling from collinear and constrained 90-degree energies: a numerical check

```python
# RESULT UNDER TEST
# Two classical unit spins at angle theta: E = E0 - J cos(theta) - B cos(theta)^2.
# Parallel (P) and antiparallel (AP) energies fix J and E0 - B, but not B.
# One energy at 90 degrees adds B = E(90) - (E_P + E_AP)/2.
# Microscopic test: two sites, two electrons, hopping t, local exchange
# -b e_i.sigma on site i; U is an on-site repulsion. Energies are in eV.
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

b, t = 1.0, 0.3
U_rough, K_rough = 4.0, 1.0e-4
penalty = 1.0
B_rival = -0.050
spin_S = 2.0
temperature = 300.0
meV = 1000.0
pi = np.pi

sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
one = np.eye(2)
site = [np.diag([1.0, 0.0]), np.diag([0.0, 1.0])]


def along(v):
    return v[0] * sx + v[1] * sy + v[2] * sz


def hamiltonian(e1, e2, b=b, t=t):
    return (-t * np.kron(sx, one) - b * np.kron(site[0], along(e1))
            - b * np.kron(site[1], along(e2)))


def pair(theta):
    return (np.array([0.0, 0.0, 1.0]),
            np.array([np.sin(theta), 0.0, np.cos(theta)]))


def energy(theta, b=b, t=t):
    return np.linalg.eigvalsh(hamiltonian(*pair(theta), b, t))[:2].sum()


def extract(function):
    p, q, ap = function(0.0), function(pi / 2), function(pi)
    return q, (ap - p) / 2, q - (p + ap) / 2


# --- closed energy formula against diagonalization
A = b**2 + t**2


def closed_energy(theta):
    inner = np.sqrt(A**2 - 2 * b**2 * t**2 * (1 + np.cos(theta)))
    return -np.sqrt(2 * A + 2 * inner)


angles = np.linspace(0, pi, 181)
E_grid = np.array([energy(a) for a in angles])
assert np.allclose(E_grid, closed_energy(angles), atol=1e-12)
for a in (0.4, 1.3, 2.5):
    root = [np.sqrt(A + s * 2 * b * t * np.cos(a / 2)) for s in (1, -1)]
    levels = np.sort([root[0], root[1], -root[0], -root[1]])
    assert np.allclose(levels, np.linalg.eigvalsh(hamiltonian(*pair(a))))

E_P, E_AP = energy(0.0), energy(pi)
E0, J, B = extract(energy)
assert abs(J - (b - np.sqrt(A))) < 1e-12
B_closed = b + np.sqrt(A) - np.sqrt(2*A + 2*np.sqrt(A**2 - 2*b**2*t**2))
assert abs(B - B_closed) < 1e-12

# --- weak-hopping limits; corrections are of relative order (t/b)^2
J_small, B_small = extract(lambda a: energy(a, 1.0, 0.05))[1:]
assert abs(J_small / (-0.05**2 / 2) - 1) < 5e-3
assert abs(B_small / (-5 * 0.05**4 / 16) - 1) < 5e-3
J_lead, B_lead = -t**2 / (2 * b), -5 * t**4 / (16 * b**3)


# --- collinear data leave one direction of parameter space free
def design(theta_list):
    c = np.cos(np.array(theta_list))
    return np.column_stack([np.ones_like(c), -c, -c**2])


rank_two = np.linalg.matrix_rank(design([0, pi]))
rank_three = np.linalg.matrix_rank(design([0, pi / 2, pi]))
assert rank_two == 2 and rank_three == 3
null = np.linalg.svd(design([0, pi]))[2][-1]
assert np.allclose(null / null[0], [1, 0, 1])


def rival(theta):
    c = np.cos(theta)
    return E0 + (B_rival - B) - J * c - B_rival * c**2


assert abs(rival(0) - E_P) < 1e-12 and abs(rival(pi) - E_AP) < 1e-12
canted = minimize_scalar(rival, bounds=(0, pi), method="bounded",
                         options={"xatol": 1e-10}).x
assert abs(np.cos(canted) + J / (2 * B_rival)) < 1e-5
assert rival(canted) < min(E_P, E_AP)
true_minimum = angles[np.argmin(E_grid)]
assert abs(true_minimum - pi) < 1e-12


# --- error of B for unit independent errors of the three energies
def error_factor(theta):
    return np.linalg.norm(np.linalg.inv(design([0, theta, pi]))[2])


trial = np.radians(np.arange(10, 171))
factors = np.array([error_factor(a) for a in trial])
x = np.cos(trial)
assert np.allclose(factors, np.sqrt(1 + (1 + x**2) / 2) / (1 - x**2))
assert abs(trial[np.argmin(factors)] - pi / 2) < 1e-12

# --- torque at 90 degrees from the occupied states
vectors = np.linalg.eigh(hamiltonian(*pair(pi / 2)))[1][:, :2]
turn = -b * np.kron(site[1], along([0.0, 0.0, -1.0]))
torque = np.trace(vectors.conj().T @ turn @ vectors).real
cheb = np.polynomial.chebyshev.Chebyshev.interpolate(
    lambda c: np.array([energy(np.arccos(v)) for v in c]), 14)
powers = -cheb.convert(kind=np.polynomial.Polynomial).coef
assert abs(torque - powers[1]) < 1e-8
model_grid = E0 - J * np.cos(angles) - B * np.cos(angles)**2
misfit = np.max(np.abs(model_grid - E_grid))
assert misfit < 0.1 * abs(B)
E_60 = energy(pi / 3)
E_60_model = E0 - J / 2 - B / 4

# --- soft constraint: angle error, energy error and cure
held = minimize_scalar(lambda a: energy(a) + penalty * (a - pi / 2)**2,
                       bounds=(1.2, 1.9), method="bounded",
                       options={"xatol": 1e-10}).x
slip = held - pi / 2
E_held = energy(held)
assert abs(slip / (-J / (2 * penalty)) - 1) < 0.02
assert abs((E_held - E0) / (-J**2 / (2 * penalty)) - 1) < 0.03
B_soft = E_held - (E_P + E_AP) / 2
B_with_penalty = B_soft + penalty * slip**2
c = np.cos(held)
B_cured = (E_held - ((1 + c) * E_P + (1 - c) * E_AP) / 2) / (1 - c**2)
assert abs(B_cured - B) < 0.01 * abs(B)

# --- neglected repulsion: exact diagonalization with two electrons
lower = np.array([[0, 1], [0, 0]], complex)
modes = []
for m in range(4):
    op = np.eye(1)
    for n in range(4):
        op = np.kron(op, sz if n < m else lower if n == m else one)
    modes.append(op)
number = [op.conj().T @ op for op in modes]
two = np.where(np.isclose(np.diag(sum(number)).real, 2))[0]
repulsion = number[0] @ number[1] + number[2] @ number[3]


def interacting(theta, U):
    h = hamiltonian(*pair(theta))
    full = U * repulsion
    for i in range(4):
        for j in range(4):
            full = full + h[i, j] * modes[i].conj().T @ modes[j]
    return np.linalg.eigvalsh(full[np.ix_(two, two)])[0]


for a in (0.0, 0.7, pi / 2, pi):
    assert abs(interacting(a, 0.0) - energy(a)) < 1e-11
J_U, B_U = extract(lambda a: interacting(a, U_rough))[1:]


# --- neglected single-ion anisotropy, easy axis z
def anisotropic(e1, e2):
    return (np.linalg.eigvalsh(hamiltonian(e1, e2))[:2].sum()
            + K_rough * (2 - e1[2]**2 - e2[2]**2))


B_axis = extract(lambda a: anisotropic(*pair(a)))[2]
B_plane = extract(lambda a: anisotropic(
    np.array([1.0, 0.0, 0.0]), np.array([np.cos(a), np.sin(a), 0.0])))[2]
assert abs(B_axis - B - K_rough) < 1e-12
assert abs(B_plane - B) < 1e-12

# --- quantum spins: coherent-state energy of -(S1.S2)^2/S^4
dim = int(2 * spin_S + 1)
m_values = spin_S - np.arange(dim)
raising = np.diag(np.sqrt(spin_S*(spin_S+1) - m_values[1:]*(m_values[1:]+1)), 1)
Sx, Sy = (raising + raising.T) / 2, (raising - raising.T) / 2j
Sz = np.diag(m_values)
dot = sum(np.kron(s, s) for s in (Sx, Sy, Sz))
up = np.eye(dim)[0]


def coherent(theta):
    state = np.kron(up, expm(-1j * theta * Sy) @ up)
    return -np.linalg.norm(dot @ state)**2 / spin_S**4


J_quantum, B_quantum = extract(coherent)[1:]
assert abs(B_quantum - (1 - 1 / (2 * spin_S))**2) < 1e-10
assert abs(J_quantum + 1 / (2 * spin_S**2)) < 1e-10

# --- thermal excitation across the smallest gap
gap = min(np.diff(np.linalg.eigvalsh(hamiltonian(*pair(a))))[1] for a in angles)
kT = k_boltzmann * temperature / e_charge
occupation = 1 / (np.exp(gap / (2 * kT)) + 1)
assert abs(gap - 2 * (b - t)) < 1e-12


def show(label, value, unit="meV", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("local exchange b", b, "eV", 2)
show("hopping t", t, "eV", 2)
show("E parallel", E_P * meV)
show("E antiparallel", E_AP * meV)
show("E at 90 degrees (= E0)", E0 * meV)
show("mean collinear energy (= E0 - B)", (E_P + E_AP) / 2 * meV)
show("J from collinear energies", J * meV)
show("B from three energies", B * meV)
show("B in joules, times 1e22", B * e_charge * 1e22, "J", 3)
show("ratio |J|/(2|B|)", abs(J / (2 * B)), "(no unit)", 2)
show("angle of lowest energy, direct", np.degrees(true_minimum), "deg", 1)
show("weak-hopping J", J_lead * meV)
show("weak-hopping B", B_lead * meV)
print("rank with two, three angles:", rank_two, rank_three)
show("rival B, same collinear energies", B_rival * meV)
show("rival E at 90 degrees", rival(pi / 2) * meV)
show("rival canted angle", np.degrees(canted), "deg", 1)
show("rival energy at canted angle", rival(canted) * meV)
show("error factor of B, third angle 90 deg", error_factor(pi/2), "(no unit)")
show("error factor of B, third angle 30 deg", error_factor(pi/6), "(no unit)")
show("torque dE/dtheta at 90 deg", torque * meV, "meV/rad")
for n in (1, 2, 3, 4):
    show(f"coefficient of -cos^{n}", powers[n] * meV, "meV", 4)
show("largest misfit of three-energy model", misfit * meV, "meV", 4)
show("E at 60 deg, direct", E_60 * meV)
show("E at 60 deg, three-energy model", E_60_model * meV)
show("penalty strength", penalty, "eV/rad^2", 2)
show("angle error under penalty", np.degrees(slip), "deg")
show("energy error under penalty", (E_held - E0) * meV)
show("B if angle error ignored", B_soft * meV)
show("B if penalty energy also kept", B_with_penalty * meV)
show("B using the angle reached", B_cured * meV)
show("rough on-site repulsion U", U_rough, "eV", 1)
show("J with repulsion", J_U * meV)
show("B with repulsion", B_U * meV, "meV", 4)
show("rough anisotropy K per ion", K_rough * meV)
show("B, one spin turned off easy axis", B_axis * meV)
show("B, both spins normal to easy axis", B_plane * meV)
show("spin length S for quantum estimate", spin_S, "(no unit)", 1)
show("cos^2 factor of quantum operator", B_quantum, "(no unit)", 4)
show("J from unit quantum biquadratic term", J_quantum, "(no unit)", 4)
show("smallest electronic gap", gap, "eV", 3)
show("temperature", temperature, "K", 0)
show("thermal energy kT", kT * meV, "meV", 2)
print(f"thermal occupation above gap: {occupation:.1e} (no unit)")
print("every check passed")
```

Running it gives:

```
local exchange b: 1.00 eV
hopping t: 0.30 eV
E parallel: -2000.000 meV
E antiparallel: -2088.061 meV
E at 90 degrees (= E0): -2046.481 meV
mean collinear energy (= E0 - B): -2044.031 meV
J from collinear energies: -44.031 meV
B from three energies: -2.450 meV
B in joules, times 1e22: -3.926 J
ratio |J|/(2|B|): 8.99 (no unit)
angle of lowest energy, direct: 180.0 deg
weak-hopping J: -45.000 meV
weak-hopping B: -2.531 meV
rank with two, three angles: 2 3
rival B, same collinear energies: -50.000 meV
rival E at 90 degrees: -2094.031 meV
rival canted angle: 116.1 deg
rival energy at canted angle: -2103.724 meV
error factor of B, third angle 90 deg: 1.225 (no unit)
error factor of B, third angle 30 deg: 5.477 (no unit)
torque dE/dtheta at 90 deg: -43.801 meV/rad
coefficient of -cos^1: -43.8009 meV
coefficient of -cos^2: -2.4239 meV
coefficient of -cos^3: -0.2264 meV
coefficient of -cos^4: -0.0258 meV
largest misfit of three-energy model: 0.0948 meV
E at 60 deg, direct: -2023.944 meV
E at 60 deg, three-energy model: -2023.853 meV
penalty strength: 1.00 eV/rad^2
angle error under penalty: 1.251 deg
energy error under penalty: -0.955 meV
B if angle error ignored: -3.406 meV
B if penalty energy also kept: -2.929 meV
B using the angle reached: -2.445 meV
rough on-site repulsion U: 4.0 eV
J with repulsion: -15.037 meV
B with repulsion: -0.2086 meV
rough anisotropy K per ion: 0.100 meV
B, one spin turned off easy axis: -2.350 meV
B, both spins normal to easy axis: -2.450 meV
spin length S for quantum estimate: 2.0 (no unit)
cos^2 factor of quantum operator: 0.5625 (no unit)
J from unit quantum biquadratic term: -0.1250 (no unit)
smallest electronic gap: 1.400 eV
temperature: 300 K
thermal energy kT: 25.85 meV
thermal occupation above gap: 1.7e-12 (no unit)
every check passed
```
